# Wall-crossing energy and the choice between stripes and hexagonal misfit networks

A thin film that nearly fits its substrate can stay in registry and carry the misfit as stress. When the misfit becomes too large, it relaxes by forming narrow domain walls between areas that remain in registry. On a hexagonal substrate three wall directions are equivalent, so the walls may run parallel as stripes or join into a honeycomb. A honeycomb relieves stress in both directions, but its walls must meet. The energy of these meetings, together with the interactions between walls and meetings, decides which pattern appears first, and whether it appears gradually or by a jump.

## Model and energy of one wall

The substrate is rigid, with period $a$ and one registry minimum per cell. The temperature is zero. The film is linearly elastic and isotropic, with two-dimensional constants $\lambda,\mu$, and can change its size at free edges. Let $\mathbf u$ be its displacement from registry and $\delta$ its natural linear misfit, taken positive. With strain $\varepsilon_{ij}$, the elastic energy density is

$$\tfrac12\lambda(\varepsilon_{kk}-2\delta)^2+\mu\sum_{ij}(\varepsilon_{ij}-\delta\,\delta_{ij})^2 .$$

The terms linear in strain are $-2\lambda\delta\,\varepsilon_{kk}-2\mu\delta\,\varepsilon_{kk}=-p\,\nabla\!\cdot\mathbf u$, with $p=2(\lambda+\mu)\delta$. The constant $2(\lambda+\mu)\delta^2$ is common to all states and is dropped, so the commensurate film has energy zero.

The registry energy density is

$$V=V_0\sum_{j=1}^{3}(1-\cos\mathbf G_j\!\cdot\!\mathbf u)+\tfrac{64}{27}h\prod_{j=1}^{3}\sin^2\!\frac{\mathbf G_j\!\cdot\!\mathbf u}{2},$$

where the $\mathbf G_j$ are the shortest substrate reciprocal vectors, with $\sum_j\mathbf G_j=0$. At a hollow site each phase is $\pm2\pi/3$, so $V=4.5V_0+h$. Since $V(-\mathbf u)=V(\mathbf u)$, a film that is too small behaves like one that is too large.

Across a wall, $\mathbf u$ changes by one lattice vector. Take this vector along the wall normal and let $s$ run from 0 to $a$. The phases are $2\pi s/a$, $-2\pi s/a$ and 0, so $V=4V_0\sin^2(\pi s/a)$. The $h$ term and its gradient vanish, because one squared sine is zero. With $K=\lambda+2\mu$, the energy per length is $\int(\tfrac12Ks'^2+V)\,dx$. It is least when the two terms are equal:

$$\sigma_0=\int_0^a\!\sqrt{2KV}\,ds=\sqrt{8KV_0}\,\frac{2a}{\pi}=\frac{4\sqrt2}{\pi}\,a\sqrt{KV_0}.$$

Near a minimum $V\simeq4\pi^2V_0s^2/a^2=\tfrac12K\kappa^2s^2$, which gives the inverse width $\kappa=(2\pi/a)\sqrt{2V_0/K}$. The misfit does work $pa$ per length, so the net wall energy is $\sigma=\sigma_0-pa$. A wall whose jump makes an angle $\theta$ with its normal gains only $pa\cos\theta$. For both films treated below, its computed energy exceeds $\sigma_0\cos\theta$ at each of four angles tested, so such a wall becomes favourable only at a larger misfit. This needs a large enough shear modulus. At small angles the normal wall becomes unstable to tilting below about $\mu=0.21K$ for $h=0$ and $\mu=0.16K$ for $h=4V_0$. In softer films tilted walls enter first, and the thresholds derived below do not apply.

## Stripes enter continuously

For parallel walls the first integral is $\tfrac12Ks'^2-V=C$. Define

$$J(C)=\int_0^a\!\sqrt{2K(V+C)}\,ds,\qquad l=\int_0^a\frac{ds}{s'}=\frac{dJ}{dC}.$$

Because $\tfrac12Ks'^2+V=Ks'^2-C$, the energy density is $f_S=(J-pa)/l-C$. Its derivative is $J'/l-(J-pa)l'/l^2-1=-(J-pa)l'/l^2$. The minimum therefore has $J=pa$ and $f_S=-C$.

Writing $C=4V_0(1-k^2)/k^2$ gives $V+C=(4V_0/k^2)[1-k^2\cos^2(\pi s/a)]$, and hence

$$\frac{pa}{\sigma_0}=\frac{E(k)}{k},\qquad l=\frac{2kF(k)}{\kappa},\qquad f_S=-4V_0\frac{1-k^2}{k^2},$$

where $F$ and $E$ are the complete elliptic integrals of the first and second kind.

Near the threshold put $q^2=1-k^2\ll1$ and $s_0=-\sigma>0$. Then $s_0/\sigma_0\simeq\tfrac12q^2[\ln(4/q)+\tfrac12]$ and $\kappa l\simeq2\ln(4/q)$. Eliminating the logarithm gives $q^2\simeq4s_0/[\sigma_0(\kappa l+1)]$. Since $\sigma_0\kappa=16V_0$,

$$f_S\simeq-4V_0q^2\simeq-\frac{s_0}{l+1/\kappa}.$$

The spacing diverges logarithmically as $s_0\to0$, so the wall density starts from zero.

## What a honeycomb adds

Let $l$ be the distance between neighbouring domain centres. The hexagon side is $l/\sqrt3$ and its area is $\sqrt3\,l^2/2$. Each of the six sides is shared by two cells, which leaves a wall length $\sqrt3\,l$ per cell. Each of the six corners is shared by three cells, which leaves two crossings. The mean dilation is $2a/l$, so the misfit work per cell is $p(2a/l)(\sqrt3l^2/2)=\sqrt3\,l\,pa$. This is $pa$ per wall length, as for stripes. Thus

$$f_H=\frac{2}{\sqrt3\,l^2}\left[\sqrt3\,l\,\sigma+c(l)\right],\qquad c(l)\to2\Lambda\ \text{ at large } l .$$

Here $\Lambda$ is the energy of one crossing beyond its walls. The excess $c(l)$ also contains all interactions, which must die out with distance.

**Negative crossing energy.** The network has the energy of the commensurate film when the bracket vanishes. As misfit grows and $\sigma$ falls, this first happens at

$$\sigma^*=\max_l\frac{-c(l)}{\sqrt3\,l}.$$

At large $l$ the numerator tends to $2|\Lambda|>0$, so $\sigma^*$ is positive. The ratio tends to zero as $l\to\infty$, so the maximum lies at a finite $l^*$. Stripes still cost energy, because $\sigma>0$ and parallel walls repel. The film therefore jumps to a network with mean dilation $2a/l^*$: the transition is first order. At coexistence a dilute network has $f_H\simeq2\sigma^*/l-4|\Lambda|/(\sqrt3l^2)$. The wall cost is linear in density and the crossing gain is quadratic, which puts a barrier between the two states.

**Positive crossing energy.** Suppose $c(l)\ge2\Lambda_m>0$ at every spacing. For $\sigma=-s_0$,

$$f_H\ge-\frac{2s_0}{l}+\frac{4\Lambda_m}{\sqrt3\,l^2}\ge-\frac{\sqrt3\,s_0^2}{4\Lambda_m}.$$

The last step sets the derivative with respect to $1/l$ to zero, at $1/l=\sqrt3s_0/(4\Lambda_m)$. The network gain is at most quadratic in $s_0$. The stripe gain is linear apart from a logarithm, so stripes win close to the threshold. Positive $\Lambda$ alone does not suffice: an attraction that made $c(l)$ negative at some spacing would restore the jump.

Far above the threshold the order reverses. There the strain $\epsilon$ is nearly uniform and $V$ averages to a bounded value. Minimising $2(\lambda+\mu)\epsilon^2-2p\epsilon$ gives $-p^2/[2(\lambda+\mu)]$ for the network. Minimising $\tfrac12K\epsilon^2-p\epsilon$ gives $-p^2/(2K)$ for stripes. Since $\lambda+\mu<K$, the network eventually wins.

## What sets the sign

In two dimensions $\sum\varepsilon_{ij}^2=(\nabla\!\cdot\mathbf u)^2+\tfrac12(\operatorname{curl}\mathbf u)^2-2\det\nabla\mathbf u$. The quadratic elastic energy is therefore

$$\tfrac12K(\nabla\!\cdot\mathbf u)^2+\tfrac12\mu(\operatorname{curl}\mathbf u)^2-2\mu\det\nabla\mathbf u .$$

The integral of the determinant is the area swept by $\mathbf u$. Stripes sweep a line, which has no area. Each network domain sweeps one substrate cell, $\sqrt3a^2/2$. This contributes $-\sqrt3\mu a^2$ per domain, or $-(\sqrt3/2)\mu a^2$ per crossing. At fixed $K$ and $V$, a larger shear modulus thus lowers $\Lambda$ where the curl is negligible, as in film A below, without changing the straight wall. With a high hollow the curl cost can cancel most of this gain. In film B below, the lowest form found at $l=56$ nm carries about 51 eV of curl energy per domain, against $-59.5$ eV from the determinant. At much smaller $\mu$ the walls themselves tilt, the excess $c(l)$ no longer settles at large $l$, and $\Lambda$ as defined here does not exist.

A crossing joins three registries, and the displacement there must pass through a hollow site. Raising $h$ raises $V$ nowhere on the straight-wall path, but it cannot lower the least energy of a crossing.

## Two films with the same straight wall

Both films have $a=0.25$ nm, $K=2200$ eV/nm² and $V_0=0.08$ eV/nm². Hence $\sigma_0=1.801\times0.25\sqrt{2200\times0.08}=5.97$ eV/nm and $1/\kappa=4.67$ nm. Film A has $\mu=950$ eV/nm² and $h=0$. Film B has $\mu=550$ eV/nm² and $h=0.32$ eV/nm². Crossing energies come from relaxing the full displacement field.

**Film A** has $\Lambda=-11.7$ eV. The determinant term gives $-51.4$ eV, so the remaining contributions add about 39.7 eV. At coexistence $l^*=37.3$ nm and $c=-18.9$ eV, hence

$$\sigma^*=\frac{18.90}{\sqrt3\times37.31}=0.292\ \text{eV/nm},$$

which is 4.9 % of $\sigma_0$. The misfit is $(5.972-0.292)/(2\times1250\times0.25)=0.909\,\%$, against 0.956 % where $\sigma=0$. The corresponding $p$ is 22.7 eV/nm², or 3.64 N/m. The mean dilation jumps by $0.5/37.3=1.34\,\%$. For uniformly spaced networks the barrier is 3.2 meV/nm², at $l=92$ nm; nucleation of a network patch is a different problem.

Any relaxed network gives an upper bound on the lowest network energy, so a better one could only make the jump earlier. A supercell of four domains, started with random displacements, returned to the regular network's energy. The best two-family rhombic network tried lay 24.8 eV per cell higher.

**Film B** has $\Lambda\simeq13.6$ eV at the largest spacings, for the lowest form found. The crossing has more than one relaxed form: at $l=56$ nm, different starting states end at excesses of 28.8 and 43.7 eV. Interpolating $c(l)$ across such a change of form is unsafe. The smallest interpolated excess, 23.4 eV, lies between computed spacings and below $2\Lambda=27.3$ eV, so it should not be read as the energy of a relaxed network. Here upper bounds do not prove the sign, so the result holds for the networks found. At $pa=1.05\sigma_0$ stripes have $-8.7$ meV/nm² and the network, with $c=27.3$ eV, has $-2.8$ meV/nm²; the interpolated dip would give $-3.3$ meV/nm². With $s_0=0.2986$ eV/nm, the bound above shows that a network could match the stripes there only if $\Lambda_m$ fell to

$$\frac{\sqrt3\times0.2986^2}{4\times0.00869}\simeq4.4\ \text{eV}.$$

Stripes are 38 nm apart at 1 % above threshold and 62 nm apart at 0.01 %. Among aligned networks, the honeycomb takes over at $pa=1.56\sigma_0$. The mean dilation then jumps from $0.25/15.3=1.6\,\%$ to $0.50/26.6=1.9\,\%$. A network turned by 0.5 rad takes over somewhat earlier, near $1.52\sigma_0$, so 1.56 is an upper bound.

Giving film A the higher hollow alone moves $\Lambda$ from $-11.7$ to $+3.2$ eV. Lowering $\mu$ as well adds about 10 eV, while the determinant term alone would add 21.7 eV. Curl, or a different relaxed form, must account for the rest.

## Graphene on boron nitride, and what to do in practice

Film A uses rough values for graphene on hexagonal boron nitride, whose misfit is about 1.8 %. The model then gives a network of period 14.0 nm, close to the roughly 14 nm moiré period of aligned samples. This agreement is mostly geometric, since a film with no registry energy would already have the period $a/\delta=13.9$ nm. The strain profile of one wall is 12 nm wide at half height, so at this period the walls overlap. The local mean strain stays between 1.5 % and 1.95 %, and no area is in registry. The model gives a weak modulation here, not walls between commensurate domains. On a rigid substrate it also says little about $\Lambda$: the film is at $pa=1.88\sigma_0$, where even film B would form a network. If the substrate shares the strain, as estimated next, the ratio falls to about 1.33, and this does not fix the sign either. A film with the $\mu$ of film A and $h=4V_0$ has $\Lambda=+3.2$ eV, yet it changes from stripes to a network already near $pa=1.05\sigma_0$.

The rigid substrate is the most serious simplification among those sized. If an equally stiff substrate layer shares the strain, $K$ and $\lambda+\mu$ are effectively halved, and the misfit at $\sigma=0$ rises from 0.96 % to 1.35 %. Making the hollows unequal, at $5.0V_0$ and $4.0V_0$, changes $\Lambda$ only to $-11.0$ eV. At 300 K a rough breathing-entropy scale, $k_BT\ln(l^*/a)=0.13$ eV per cell, is small beside $2|\Lambda|=23.4$ eV. At 1.8 % misfit the best network tried is turned, with the film rotated by about 0.3°, but the gain is about 0.01 % of the network energy. Out-of-plane rippling is not included.

To predict the first pattern in another film:

- Relax periodic networks at two large spacings and subtract $\sqrt3\,l\,\sigma_0$. If the remainders agree, they give $2\Lambda$. If they fall with spacing, check whether the walls are unstable to tilting. Several starting states are needed before a positive value is trusted.
- If $\Lambda<0$, expect a finite wall spacing at onset, and allow for coexistence and hysteresis when the misfit is swept.
- If $c(l)>0$ throughout, expect widely spaced stripes first. To infer the sign from images, look near onset, since a network far above it can occur with either sign.

Measuring lengths in $1/\kappa$ and displacements in $a$ makes every cell energy proportional to $Ka^2$. In this model $\Lambda/Ka^2$, $\sigma^*/\sigma_0$ and $\kappa l^*$ therefore depend only on $\mu/K$ and $h/V_0$. Film A's values, $-0.085$, 0.049 and 8.0, carry over to films with the same two ratios. The remaining values are in the numerical output.

## Calculated quantities

```
period a = 0.25 nm, V0 = 0.08 eV/nm2, K = 2200 eV/nm2
film A: lambda = 300, mu = 950 eV/nm2, hump = 0
film B: lambda = 1100, mu = 550 eV/nm2, hump = 0.32 eV/nm2
hollow height, A: 19.5 meV per substrate cell
wall energy sigma0 = 5.972 eV/nm
wall width 1/kappa = 4.666 nm = 18.7 periods
wall stiffness A, B = 2.09, 0.78 eV/nm
crossing energy Lambda A = -11.703 eV
crossing energy Lambda B = 13.637 eV
Lambda, mu of A with hump of B = 3.240 eV
smallest excess c(l) of B = 23.373 eV
shear term -(sqrt3/2) mu a^2: A -51.42, B -29.77 eV
integral of det per domain = 0.054127 nm2
dE_cell/dmu direct -0.10824, formula -0.10824 nm2
curl part of that slope = 0.00001 nm2
film A, excess c(l) at l*kappa = 4, 6, 8, 12 (eV): 10.87, -10.62, -18.90, -22.84
A: sigma at coexistence = 0.2924 eV/nm = 4.90 % of sigma0
A: spacing at coexistence = 37.31 nm, l*kappa = 8.00
A: misfit at coexistence = 0.9087 %
A: misfit where sigma = 0 = 0.9555 %
A: p at coexistence = 22.72 eV/nm2 = 3.640 N/m
A: jump of mean dilation = 1.340 %
A: barrier = 3.165 meV/nm2 at l = 92.2 nm
A: fresh cell energy at coexistence = 0.0000 eV
A: four-cell supercell, per cell = 0.0000 eV
A: best rhombic network tried, per cell = 24.816 eV
stripe spacing at P/sigma0 = 1.01: 38.3 nm
stripe spacing at P/sigma0 = 1.0001: 61.8 nm
B at P/sigma0 = 1.05: f_stripe = -8.693, f_network = -3.293 meV/nm2
B: stripes to network at P/sigma0 = 1.561
B: misfit at sigma = 0: 0.724 %, at the later jump: 1.130 %
B: spacings there, stripes 15.28 nm, network 26.55 nm
A at misfit 1.8 %: P/sigma0 = 1.884, spacing 14.01 nm
A there: f_network = -0.5770, f_stripe = -0.3072 eV/nm2
A there: best network angle tried = 0.3 rad, film turn 0.32 deg
A there: energy change by turning = -0.062 meV/nm2
A at coexistence: turning network 0.2 rad costs 0.342 eV/cell
unequal hollows 5.02, 3.98 V0: Lambda = -11.001 eV, wall 5.936 eV/nm
compliant equal substrate layer: sigma = 0 at 1.351 %
300 K: kT ln(l/a) = 0.129 eV per cell, 2|Lambda| = 23.41 eV
```
